# Equivalence of Anderson Mixing and Pulay Residual Mixing for SCF Densities

## 1. Two ways to use the history of an SCF calculation

In a mean-field calculation the electron density determines a potential, and the orbitals in that potential determine a new density. Write one such cycle as a map \(g\), which takes an input density \(n\) to an output density \(g(n)\). Self-consistency means \(g(n)=n\). Until it is reached, the residual

\[
F(n)=g(n)-n
\]

measures the mismatch between output and input. The simplest iteration moves the input by a fraction \(\beta\) of the residual, \(n_{k+1}=n_k+\beta F(n_k)\). It uses the latest density and forgets the earlier ones, although each of them cost a full cycle and carries information about how the residual responds to a change of density.

Anderson mixing and Pulay residual mixing both use this information. Anderson mixing corrects the latest density with differences between successive densities. Pulay mixing forms a weighted average of the stored densities. The formulas look different and lead to different linear equations. The question is whether the methods are different iterations or one iteration in two sets of coordinates.

Here a density is a real vector, for example its values on a grid or its site occupations. "Pulay mixing" means mixing of densities with the residual \(g(n)-n\). Extrapolation of Fock matrices with a commutator residual is a different iteration and is not treated.

## 2. The two methods

Let \(n_0,\dots,n_k\) be the densities so far and \(F_j=F(n_j)\). Choose a history length \(m\ge 1\) and set

\[
s=\min(m,k),\qquad p=k-s .
\]

The window at step \(k\) contains the entries \(j=p,p+1,\dots,k\). These are \(s+1\) densities, and between them lie \(s\) successive differences. Once \(k\ge m\), a history of \(m\) differences therefore requires \(m+1\) stored densities.

**Anderson mixing.** Define, for \(j=p,\dots,k-1\),

\[
\Delta n_j=n_{j+1}-n_j,\qquad \Delta F_j=F_{j+1}-F_j .
\]

Find real coefficients \(\gamma_j\) that minimize

\[
\Big\|F_k-\sum_{j=p}^{k-1}\gamma_j\,\Delta F_j\Big\| ,
\tag{1}
\]

and set

\[
n_{k+1}=n_k+\beta F_k-\sum_{j=p}^{k-1}\gamma_j\,(\Delta n_j+\beta\,\Delta F_j).
\tag{2}
\]

**Pulay mixing.** Find real coefficients \(c_j\) that minimize

\[
\Big\|\sum_{j=p}^{k}c_jF_j\Big\|\quad\text{subject to}\quad\sum_{j=p}^{k}c_j=1 ,
\tag{3}
\]

and set

\[
n_{k+1}=\sum_{j=p}^{k}c_j\,(n_j+\beta F_j).
\tag{4}
\]

The norm is \(\|F\|=\sqrt{\langle F,F\rangle}\), with the same real inner product in both methods. At \(k=0\) the window has one entry, there are no differences, and both methods reduce to \(n_1=n_0+\beta F_0\).

## 3. Why the coefficients must sum to one

Suppose that near the solution the residual is well described by its linear expansion, \(F(n)=a+Jn\), with a constant vector \(a\) and a constant matrix \(J\). Then

\[
\sum_j c_jF_j=a\sum_jc_j+J\sum_jc_jn_j .
\]

If \(\sum_jc_j=1\), the right side is \(a+J\bar n=F(\bar n)\), where \(\bar n=\sum_jc_jn_j\). In this linear regime the averaged residual is the residual of the averaged density. Minimizing it selects the best density that the stored ones can form, without another SCF cycle.

The condition also preserves the number of electrons. If every stored density contains \(N\) electrons, so does \(\bar n\), because its electron number is \(N\sum_jc_j=N\). Each residual is a difference of two \(N\)-electron densities and contains zero electrons, so the term with \(\beta\) changes nothing. Coefficients may be negative, however, so the sum rule alone does not guarantee a nonnegative density.

## 4. The statement

Let both methods start from the same \(n_0\) and use the same \(\beta\neq0\), the same inner product and the same windows. Assume exact arithmetic and no regularization of the minimizations. Assume also that the residuals in every window used are affinely independent, which means

\[
\sum_{j=p}^{k}d_jF_j=0\ \text{ and }\ \sum_{j=p}^{k}d_j=0
\quad\Longrightarrow\quad \text{all } d_j=0 .
\tag{5}
\]

Then the two methods generate the same densities \(n_1,n_2,\dots\). With the boundary values

\[
\gamma_{p-1}=0,\qquad \gamma_k=1 ,
\]

which are definitions and not unknowns, the coefficients are related by

\[
c_j=\gamma_j-\gamma_{j-1}\quad(j=p,\dots,k),\qquad
\gamma_j=\sum_{i=p}^{j}c_i\quad(j=p,\dots,k-1).
\tag{6}
\]

For \(s\ge1\) the first relation reads, written out,

\[
c_p=\gamma_p,\qquad c_j=\gamma_j-\gamma_{j-1}\ (p<j<k),\qquad c_k=1-\gamma_{k-1}.
\]

The proof does not require \(g\) to be linear. The linear expansion of Section 3 explains why the methods work, not why they agree.

## 5. Proof

**Regrouping the residuals.** Insert the definition of \(\Delta F_j\) into the vector in (1) and separate the two parts:

\[
F_k-\sum_{j=p}^{k-1}\gamma_j(F_{j+1}-F_j)
=F_k+\sum_{j=p}^{k-1}\gamma_jF_j-\sum_{j=p}^{k-1}\gamma_jF_{j+1}.
\]

Because \(\gamma_k=1\), the isolated \(F_k\) equals \(\gamma_kF_k\) and extends the first sum to \(j=k\). In the last sum, rename \(j+1\) as \(j\). It becomes \(\sum_{j=p+1}^{k}\gamma_{j-1}F_j\), and it may start at \(j=p\) because \(\gamma_{p-1}=0\). Hence

\[
F_k-\sum_{j=p}^{k-1}\gamma_j\Delta F_j
=\sum_{j=p}^{k}(\gamma_j-\gamma_{j-1})F_j
=\sum_{j=p}^{k}c_jF_j .
\tag{7}
\]

The coefficients satisfy Pulay's constraint automatically, since their sum telescopes:

\[
\sum_{j=p}^{k}(\gamma_j-\gamma_{j-1})=\gamma_k-\gamma_{p-1}=1-0=1 .
\]

**The map loses nothing.** Summing \(c_i=\gamma_i-\gamma_{i-1}\) from \(i=p\) to \(j\) gives \(\gamma_j-\gamma_{p-1}=\gamma_j\), which is the second relation in (6). Conversely, take any \(c\) with sum one and define \(\gamma_j\) by its partial sums. The full sum gives \(\gamma_k=1\), as required, and successive differences return \(c\). Every choice of \(s\) free numbers \(\gamma_j\) thus corresponds to one admissible set of \(s+1\) numbers \(c_j\), and conversely.

By (7), corresponding choices give the same vector and the same norm. The map (6) therefore carries minimizers of (1) into minimizers of (3), and back.

**Uniqueness.** Consider a linear relation \(\sum_j\gamma_j\Delta F_j=0\). Separating the differences as before, but without the isolated \(F_k\), gives \(\sum_{j=p}^{k}d_jF_j=0\) with

\[
d_p=-\gamma_p,\qquad d_j=\gamma_{j-1}-\gamma_j\ (p<j<k),\qquad d_k=\gamma_{k-1}.
\]

These \(d_j\) sum to zero, so (5) makes them all vanish. Then \(\gamma_p=0\), and each following \(\gamma_j\) equals its predecessor, so all are zero. The vectors \(\Delta F_j\) are linearly independent, and the least-squares problem (1) has one minimizer. Since the map is one-to-one, (3) also has one minimizer.

**Regrouping the densities.** Equation (7) used no property of the residuals beyond the definition of their differences. The same algebra with \(n_j\) in place of \(F_j\) gives

\[
n_k-\sum_{j=p}^{k-1}\gamma_j\Delta n_j=\sum_{j=p}^{k}c_jn_j .
\]

Write \(\bar n=\sum_jc_jn_j\) and \(\bar F=\sum_jc_jF_j\). Anderson's update (2) becomes

\[
n_{k+1}=\Big(n_k-\sum_j\gamma_j\Delta n_j\Big)+\beta\Big(F_k-\sum_j\gamma_j\Delta F_j\Big)
=\bar n+\beta\bar F ,
\tag{8}
\]

and Pulay's update (4) is the same expression.

**Induction.** Both methods start from \(n_0\). If their densities agree through \(n_k\), then their residuals agree, because \(F\) is the same function, and so do their windows. The unique minimizers correspond through (6), and (8) gives the same \(n_{k+1}\). The argument holds for a window that is still growing and for one that has begun to discard old entries. This completes the proof.

## 6. The linear equations behind each method

The methods differ in the equations they solve. For Anderson mixing, setting the derivative of half the square of (1) with respect to \(\gamma_i\) to zero gives

\[
\sum_{j=p}^{k-1}\langle\Delta F_i,\Delta F_j\rangle\gamma_j=\langle\Delta F_i,F_k\rangle .
\tag{9}
\]

For Pulay mixing, define the Gram matrix \(B_{ij}=\langle F_i,F_j\rangle\) and let \(\mathbf 1\) be the column of ones. Making \(\tfrac12c^TBc-\lambda(\mathbf 1^Tc-1)\) stationary gives

\[
Bc=\lambda\mathbf 1,\qquad \mathbf 1^Tc=1 .
\tag{10}
\]

Multiplying the first equation by \(c^T\) identifies the multiplier:

\[
\lambda=c^TBc=\|\bar F\|^2 .
\]

It is the minimum squared residual.

The two systems express one geometrical fact. Moving all terms of (9) to the right gives \(\langle\Delta F_i,\bar F\rangle=0\), or \(\langle F_{i+1},\bar F\rangle=\langle F_i,\bar F\rangle\). All stored residuals thus have the same inner product with \(\bar F\). Row \(i\) of (10) says this too, since \((Bc)_i=\langle F_i,\bar F\rangle=\lambda\).

Under condition (5) the system (10) has one solution. To see this, suppose \(Bu=\mu\mathbf 1\) and \(\mathbf 1^Tu=0\). Multiplication by \(u^T\) gives

\[
\Big\|\sum_ju_jF_j\Big\|^2=u^TBu=\mu\,u^T\mathbf 1=0 .
\]

Condition (5) then gives \(u=0\), and therefore \(\mu=0\). The matrix \(B\) itself may be singular. For two residuals \(f\) and \(-f\) with \(f\ne0\), \(B\) has determinant zero, yet (10) gives \(c=(\tfrac12,\tfrac12)\) and \(\lambda=0\). The combined system thus has a solution in cases where \(B^{-1}\) does not exist. It has a numerical weakness of its own: the entries of \(B\) shrink like the squared residuals while the entries from the constraint stay at one, so the combined matrix becomes badly scaled near convergence, and a solver that discards small singular values can then return wrong coefficients. Dividing \(B\) by a constant, such as its largest entry, leaves \(c\) unchanged and only rescales \(\lambda\).

## 7. Differences taken from the newest entry

Anderson mixing can also be written with differences from the newest entry. One minimizes

\[
\Big\|F_k+\sum_{j=p}^{k-1}\theta_j(F_j-F_k)\Big\| .
\]

Collecting the terms in \(F_k\) turns the vector into

\[
\Big(1-\sum_{j=p}^{k-1}\theta_j\Big)F_k+\sum_{j=p}^{k-1}\theta_jF_j .
\]

Comparison with Pulay's average gives

\[
c_j=\theta_j\ (j<k),\qquad c_k=1-\sum_{j=p}^{k-1}\theta_j .
\]

In this form the Anderson coefficients are the Pulay coefficients of the older densities. When "the Anderson coefficients" of two programs are compared, the choice of differences must be known.

## 8. A worked example

Take a model chain of eight sites, \(i=0,\dots,7\), with four spin-paired electrons in a Hartree mean field. The Hamiltonian has hopping elements \(-0.1\) Ha between neighbours and diagonal elements

\[
h_{ii}=0.02\,i+\sum_{j=0}^{7}\frac{0.2}{1+|i-j|}\,n_j\quad\text{(in Ha)} .
\]

Here \(n_j\) is the occupation of site \(j\). Diagonalizing \(h\) and placing two electrons in each of the two lowest orbitals gives the output occupations \(g(n)\). The start is uniform, \(n_j=0.5\), with \(\beta=0.3\) and \(m=2\). Anderson mixing thus uses up to two differences, and Pulay mixing up to three stored densities.

The two iterations were run separately for ten steps in 100-digit arithmetic, with a QR least-squares solution of (1) for Anderson and the linear system (10) for Pulay. The norm of the difference between corresponding densities never exceeded \(3\times10^{-100}\) electrons, which is at the level of rounding. Both runs gave these residual norms:

| \(k\) | \(\lVert F_k\rVert\) (electrons) |
|---|---|
| 0 | 0.809 |
| 2 | 0.184 |
| 4 | 0.0141 |
| 5 | 0.00521 |
| 6 | 0.00248 |
| 8 | 0.000308 |
| 10 | 0.0000202 |

**Anderson coefficients at step 5.** The window contains entries 3, 4 and 5. In units of \(10^{-4}\) electrons squared, the Gram matrix is

\[
B=\begin{pmatrix}
18.0333&-1.2078&1.3981\\
-1.2078&1.9780&0.1164\\
1.3981&0.1164&0.2720
\end{pmatrix}.
\]

The products needed in (9) follow by expanding the differences. In the same units,

\[
\begin{aligned}
\langle\Delta F_3,\Delta F_3\rangle&=B_{44}-2B_{34}+B_{33}=22.4269,\\
\langle\Delta F_3,\Delta F_4\rangle&=B_{45}-B_{44}-B_{35}+B_{34}=-4.4675,\\
\langle\Delta F_4,\Delta F_4\rangle&=B_{55}-2B_{45}+B_{44}=2.0172,\\
\langle\Delta F_3,F_5\rangle&=B_{45}-B_{35}=-1.2817,\\
\langle\Delta F_4,F_5\rangle&=B_{55}-B_{45}=0.1556 .
\end{aligned}
\]

The determinant of the two-by-two system is \(22.4269\times2.0172-4.4675^2=25.281\). Cramer's rule gives

\[
\gamma_3=\frac{(-1.2817)(2.0172)+(4.4675)(0.1556)}{25.281}=-0.0748,
\]

\[
\gamma_4=\frac{(22.4269)(0.1556)-(4.4675)(1.2817)}{25.281}=-0.0885 .
\]

With unrounded Gram entries the values are \(-0.07478\) and \(-0.08848\).

**Pulay coefficients.** The map (6) now gives

\[
\begin{aligned}
c_3&=\gamma_3=-0.07478,\\
c_4&=\gamma_4-\gamma_3=-0.08848+0.07478=-0.01370,\\
c_5&=1-\gamma_4=1.08848 .
\end{aligned}
\]

Their sum is one. They must also make the three rows of \(Bc\) equal. The first row is

\[
18.0333(-0.07478)-1.2078(-0.01370)+1.3981(1.08848)=0.190,
\]

and the other two rows also give 0.190. Hence \(\lambda=0.190\times10^{-4}\) electrons squared, and \(\|\bar F\|=\sqrt\lambda=0.00436\) electrons. This is 16% below \(\|F_5\|=0.00521\) electrons. The old entries receive small negative weights, so the averaged density lies slightly beyond the newest one, on the side away from the older ones.

The next residual norm, 0.00248 electrons, is smaller than \(\|\bar F\|\). In the linear regime of Section 3,

\[
F(\bar n+\beta\bar F)=F(\bar n)+\beta J\bar F=(1+\beta J)\bar F ,
\]

so the step \(\beta\bar F\) can reduce the residual further. It can also take the density outside the set of averages of stored densities.

After ten steps the occupations, from site 0 to site 7, are 0.6622, 0.7283, 0.5015, 0.4106, 0.4608, 0.5059, 0.4740 and 0.2568 electrons.

## 9. Where the equivalence ends

**Dependent residuals.** If condition (5) fails, the minimum in (1) and (3) is still the same, but several coefficient sets reach it, and each method needs a rule for choosing one. Consider three stored entries in two dimensions, given as abstract data without units:

\[
n_0=(0,0),\quad n_1=(1,0),\quad n_2=(0,1),
\]

\[
F_0=(3,1),\quad F_1=(2,1),\quad F_2=(1,1).
\]

Both residual differences are \((-1,0)\), so the vector in (1) is \((1+\gamma_0+\gamma_1,\,1)\). Its norm is smallest when \(\gamma_0+\gamma_1=-1\). Put \(\gamma_0=t\) and \(\gamma_1=-1-t\). By (6),

\[
c=(t,\,-1-2t,\,2+t),\qquad
\bar n=(-1-2t,\,2+t),\qquad \bar F=(0,1).
\]

The averaged residual does not depend on \(t\), but the averaged density does. Suppose each method takes its coefficients of smallest norm. For Anderson, \(\gamma_0^2+\gamma_1^2=t^2+(1+t)^2\) is smallest at \(t=-\tfrac12\). For Pulay, \(c_0^2+c_1^2+c_2^2=6t^2+8t+5\) is smallest at \(t=-\tfrac23\). With \(\beta=0.3\) the updates are \((0,\,1.8)\) for Anderson and \((0.333,\,1.633)\) for Pulay. The equivalence fails because the two rules measure the size of different coefficient vectors.

If \(F(n)=a+Jn\) holds with an invertible \(J\), this ambiguity is harmless. The minimum vector \(\bar F\) is unique, and \(\bar F=a+J\bar n\) then fixes \(\bar n=J^{-1}(\bar F-a)\), whatever coefficients are chosen.

**How long the history may be.** Condition (5) requires \(s\) linearly independent residual differences. For \(M\) sites and a conserved electron number, the components of each residual sum to zero, so the differences lie in a space of dimension \(M-1\). Hence \(s\le M-1\), which is 7 for the chain above. In the example the condition number of the matrix with columns \(\Delta F_j\), the ratio of its largest to its smallest singular value, was at most 7.4, so the differences were far from dependent.

**Vanishing steps.** For \(\beta=0\) the first update gives \(n_1=n_0\), hence \(F_1=F_0\), and condition (5) fails at once. The same happens if the iteration continues after \(F_k=0\). With independent differences the minimizer is then \(\gamma=0\), so \(n_{k+1}=n_k\), and the next window contains two equal residuals. In these two cases only the uniqueness of the coefficients is lost, and the densities of the two methods still agree. For \(\beta=0\) every stored density equals \(n_0\), so any coefficients with sum one return \(n_0\). After \(F_k=0\) the older residuals in the window are linearly independent and must receive zero weight, so both methods return \(n_k\). The iteration should stop at self-consistency.

**Regularization.** A penalty \(\mu\sum_j\gamma_j^2\) added to Anderson's squared norm becomes, through (6), a penalty on the partial sums of \(c\). It is not the penalty \(\mu\sum_jc_j^2\), so the two regularized methods need not agree.

**Counting the history.** Pulay mixing with \(m\) stored densities corresponds to Anderson mixing with \(m-1\) differences, not \(m\). In the chain, reducing Pulay's store from three densities to two, with Anderson's history kept at \(m=2\), produced densities that differed by up to 0.0088 electrons in norm during the ten steps. A comparison of the two methods at the same nominal "history" can therefore show a difference that comes from the counting alone.
